\section*{Splitting of surface polaritons across a vacuum gap, with loss}

\section{One surface}

\textbf{Q.} I am told that two identical bodies facing each other across a vacuum gap share their surface polaritons. Before there are two surfaces, what does one of them do?

\textbf{A.} Take a flat, isotropic, non-magnetic half-space with a local permittivity $\epsilon(\omega)$. Let the magnetic field be $H(z)e^{i(kx-\omega t)}$ along $y$, which is p polarization. The equation $\nabla\times\mathbf H=-i\omega\epsilon_0\epsilon\mathbf E$ gives
\begin{equation}
E_x=\frac{-iH'}{\omega\epsilon_0\epsilon},\qquad E_z=-\frac{kH}{\omega\epsilon_0\epsilon}.
\label{fields}
\end{equation}
Inserting these in $\partial_zE_x-\partial_xE_z=i\omega\mu_0H$ gives $H''=(k^2-\epsilon k_0^2)H$, with $k_0=\omega/c$. Define
\begin{equation}
q=\sqrt{k^2-k_0^2},\qquad \kappa=\sqrt{k^2-\epsilon k_0^2},
\end{equation}
both with positive real part, and take $k>k_0$, so that fields in vacuum are evanescent.

Let $s$ be the depth into the body. In vacuum, $s<0$, a field decaying towards the surface produces a reflected one decaying away from it: $H=e^{-qs}+re^{qs}$. In the body $H=te^{-\kappa s}$. Continuity of $H$ and of $E_x\propto H'/\epsilon$ requires
\begin{equation}
1+r=t,\qquad q(r-1)=-\frac{\kappa t}{\epsilon}.
\end{equation}
Eliminating $t$ gives $\epsilon q(1-r)=\kappa(1+r)$, hence
\begin{equation}
r=\frac{\epsilon q-\kappa}{\epsilon q+\kappa}.
\label{r}
\end{equation}
This $r$ refers to $H$; a coefficient defined with $E_x$ has the opposite sign. The polariton of a single surface is a field without an incident part, so it sits at the pole $\epsilon q=-\kappa$.

\textbf{Q.} Then $r$ can be huge. Doesn't energy conservation forbid $|r|>1$?

\textbf{A.} It does for propagating waves, where $|r|^2$ is a ratio of energy fluxes. One evanescent wave carries no flux along $z$. The flux of the pair is proportional to $\mathrm{Im}(H^*H')$, which at $s=0$ equals $\mathrm{Im}[(1+r^*)q(r-1)]=2q\,\mathrm{Im}\,r$. A passive body therefore restricts the sign of $\mathrm{Im}\,r$, not the size of $|r|$.

\section{Two surfaces}

\textbf{Q.} Now add the second body. What fixes the modes?

\textbf{A.} Put the surfaces at $z=0$ and $z=d$, with no sources and decaying fields in both bodies. For $q\neq0$ the general field in the gap is
\begin{equation}
H=a\,e^{-qz}+b\,e^{q(z-d)}.
\end{equation}
The $a$ part reaches the right surface with amplitude $ae^{-qd}$, and its reflection there is $b$. The $b$ part reaches the left surface with amplitude $be^{-qd}$, and its reflection is $a$. Thus
\begin{equation}
b=r\,a\,e^{-qd},\qquad a=r\,b\,e^{-qd}.
\label{bounce}
\end{equation}
Substitution gives $a(1-r^2e^{-2qd})=0$. If $a=0$, then $b=0$ too, so a mode needs $r^2e^{-2qd}=1$:
\begin{equation}
r=+e^{qd}\ \ (a=b),\qquad r=-e^{qd}\ \ (a=-b).
\label{modes}
\end{equation}
Reflecting the field about the midplane, $z\to d-z$, exchanges $a$ and $b$. The first family has even $H$ and the second odd $H$.

\textbf{Q.} You divided by $\epsilon q+\kappa$, and you excluded $q=0$. Did you lose or gain a solution?

\textbf{A.} At the pole, the undivided condition $(\epsilon q+\kappa)b=(\epsilon q-\kappa)ae^{-qd}$ becomes $0=2\epsilon q\,ae^{-qd}$, so $a=0$. The other surface gives $b=0$ likewise, and nothing is lost. At $q=0$, Eq.~(\ref{r}) gives $r=-1$, which satisfies the odd condition for every gap, but $a=-b$ then makes $H$ vanish, so this root by itself is no mode. The two exponentials coincide at $q=0$, and the general field there is linear in $z$. It gives a true odd mode only at the particular gap for which the odd branch just reaches the light line.

\textbf{Q.} Which mode is the symmetric one?

\textbf{A.} That depends on the field named. By Eq.~(\ref{fields}), $E_z$ in the gap has the parity of $H$, while $E_x$ has the opposite parity. The surface charge is $\epsilon_0$ times the jump of $E_z$ with increasing $z$:
\begin{equation}
\sigma(0)=-\frac{k}{\omega}\Big(1-\frac1\epsilon\Big)H(0),\qquad
\sigma(d)=+\frac{k}{\omega}\Big(1-\frac1\epsilon\Big)H(d).
\end{equation}
Even $H$ means opposite charges facing each other; odd $H$ means equal charges. I shall say even and odd, always referring to $H$.

\section{Order of the branches}

\textbf{Q.} Two equations need not mean two modes. Why one above and one below the single-surface frequency?

\textbf{A.} First remove the exponentials. For the even mode,
\begin{align}
\epsilon q-\kappa&=e^{qd}(\epsilon q+\kappa),\\
\epsilon q(1-e^{qd})&=\kappa(1+e^{qd}),\\
\epsilon q\tanh(qd/2)&=-\kappa.
\label{even}
\end{align}
Changing the sign of $e^{qd}$ gives $\epsilon q(1+e^{qd})=\kappa(1-e^{qd})$, or
\begin{equation}
\epsilon q\coth(qd/2)=-\kappa.
\label{odd}
\end{equation}
Without loss, positive $\epsilon$ gives $|r|\le1$ and no solution. Consider a polar crystal,
\begin{equation}
\epsilon=\epsilon_\infty\frac{\omega_L^2-\omega^2}{\omega_T^2-\omega^2},
\label{eps}
\end{equation}
with $\epsilon_\infty>1$ and $\omega_L>\omega_T$. Between $\omega_T$ and $\omega_L$, $\epsilon$ rises from $-\infty$ to zero. Dividing by $|\epsilon|$ turns the conditions into
\begin{equation}
\left.\begin{array}{l}q\tanh(qd/2)\\ q\coth(qd/2)\end{array}\right\}
=R,\quad R=\sqrt{\frac{k^2}{\epsilon^2}+\frac{k_0^2}{|\epsilon|}}.
\label{order}
\end{equation}
At fixed $k$, $q$ falls as $\omega$ rises. Both left sides increase with $q$, so they fall too, while $R$ rises. Each parity has at most one root. The single surface obeys $q=R$, and $\tanh<1<\coth$. A higher falling curve meets the same rising curve later, so
\begin{equation}
\omega_{\rm even}<\omega_{\rm single}<\omega_{\rm odd}
\end{equation}
whenever these roots exist. In terms of charge, an opposite charge across the gap weakens the restoring field in the body and lowers the frequency; an equal charge strengthens it.

\textbf{Q.} And do they exist?

\textbf{A.} Take $k>\omega_T/c$. At $\omega_T$, $R=0$ lies below both left sides. If $ck\ge\omega_L$, $R$ diverges at the upper end and both roots exist. If $ck<\omega_L$, the interval ends at the light line, $q=0$. There the even left side is zero, so that root still exists. The odd left side tends to $2/d$, so the odd root exists only if
\begin{equation}
\frac2d<R\quad\text{at }\omega=ck.
\end{equation}
Otherwise the odd mode has left the evanescent region. I tested this by counting roots for four wavenumbers from $5.5\times10^{-4}$ to $0.01\ \mathrm{nm^{-1}}$ and four gaps from 20 nm to 20 $\mu$m, with the phonon energies used below. There was one even root in every case, and an odd root just where the inequality allowed it.

\textbf{Q.} Could s polarization add another pair?

\textbf{A.} Not here. Continuity of $E_y$ and $E_y'$ gives $r_s=(q-\kappa)/(q+\kappa)$. With $q>0$ and $\mathrm{Re}\,\kappa>0$, $|r_s|<1$, whereas a mode would need $|r_s|=e^{qd}>1$. A magnetic response would reopen the question.

\section{Explicit frequencies}

\textbf{Q.} Can I have the splitting as a formula?

\textbf{A.} Yes, when $k^2\gg k_0^2$, $k^2\gg|\epsilon|k_0^2$ and $k_0^2d\ll2k$. Then $q$ and $\kappa$ both become $k$; the last condition, from $k-q\approx k_0^2/(2k)$, lets $e^{qd}$ become $e^{kd}$. So $r=(\epsilon-1)/(\epsilon+1)$. Include damping by replacing $\omega^2$ in Eq.~(\ref{eps}) by $W=\omega^2+i\gamma\omega$. The common denominator cancels:
\begin{align}
r&=\frac{\epsilon_\infty(\omega_L^2-W)-(\omega_T^2-W)}{\epsilon_\infty(\omega_L^2-W)+(\omega_T^2-W)}
=r_\infty\frac{\omega_0^2-W}{\omega_s^2-W},\\
r_\infty&=\frac{\epsilon_\infty-1}{\epsilon_\infty+1},\quad
\omega_0^2=\frac{\epsilon_\infty\omega_L^2-\omega_T^2}{\epsilon_\infty-1},\quad
\omega_s^2=\frac{\epsilon_\infty\omega_L^2+\omega_T^2}{\epsilon_\infty+1}.
\end{align}
Write $\omega_0^2-W=(\omega_s^2-W)+(\omega_0^2-\omega_s^2)$. Over a common denominator, the last difference is $2\epsilon_\infty(\omega_L^2-\omega_T^2)/(\epsilon_\infty^2-1)$. Therefore
\begin{equation}
r=r_\infty+\frac{F}{\omega_s^2-W},\qquad
F=\frac{2\epsilon_\infty(\omega_L^2-\omega_T^2)}{(\epsilon_\infty+1)^2}.
\label{pole}
\end{equation}
Setting $r=\pm e^{kd}$ and solving for $W$ gives
\begin{equation}
W_\pm=\omega_s^2-\frac{F}{\pm e^{kd}-r_\infty},\qquad
\omega_\pm=\sqrt{W_\pm-\gamma^2/4}-\frac{i\gamma}{2},
\label{closed}
\end{equation}
where the upper sign is the even mode.

For $kd\gg1$ set $u=e^{-kd}$. Then $1/(\pm u^{-1}-r_\infty)=\pm u+r_\infty u^2+\dots$. Without damping, expanding the square root to second order gives
\begin{equation}
\omega_\pm=\omega_s\mp Au-u^2\Big(Ar_\infty+\frac{A^2}{2\omega_s}\Big)+\dots,\qquad A=\frac{F}{2\omega_s}.
\label{weak}
\end{equation}
The leading splitting is $2Ae^{-kd}$, and the mean moves down at the next order.

\textbf{Q.} And for $kd\ll1$?

\textbf{A.} Equations~(\ref{even}) and (\ref{odd}) become $\epsilon=-\coth(kd/2)$ and $\epsilon=-\tanh(kd/2)$. The even mode tends to $\omega_T$, the odd one to $\omega_L$, and the splitting approaches $\omega_L-\omega_T$, not the value $2A$ that the leading term of Eq.~(\ref{weak}) would suggest. But $|\epsilon|\approx2/(kd)$ for the even mode, so neglecting retardation also requires $k^3\gg2k_0^2/d$.

\section{Loss and heat exchange}

\textbf{Q.} Real bodies absorb, and $e^{qd}$ is real. Can your condition ever hold?

\textbf{A.} Not at real $k$ and real $\omega$. Write $\epsilon=\epsilon'+i\epsilon''$ with $\epsilon''>0$, and $\kappa=\kappa'-i\kappa''$. Multiplying Eq.~(\ref{r}) by the conjugate denominator gives $\mathrm{Im}\,r=2q\,\mathrm{Im}(\epsilon\kappa^*)/|\epsilon q+\kappa|^2$. The definition of $\kappa$ gives $2\kappa'\kappa''=\epsilon''k_0^2$ and $\epsilon'k_0^2=k^2-\kappa'^2+\kappa''^2$, so
\begin{align}
\mathrm{Im}(\epsilon\kappa^*)&=\epsilon''\kappa'+\epsilon'\kappa''
=\frac{\epsilon''}{2\kappa'}(2\kappa'^2+\epsilon'k_0^2)
=\frac{\epsilon''(|\kappa|^2+k^2)}{2\kappa'},\\
\mathrm{Im}\,r&=\frac{q\epsilon''(|\kappa|^2+k^2)}{\kappa'|\epsilon q+\kappa|^2}>0.
\label{imr}
\end{align}
So $r$ is never real. Equation~(\ref{modes}) then holds at complex $\omega$, whose negative imaginary part describes decay in time.

\textbf{Q.} Heat is exchanged at real frequencies. What trace do the modes leave there?

\textbf{A.} We need emission and absorption. Up to constants, the power absorbed from an incident evanescent field is $\int\epsilon''|\mathbf E|^2ds$. With Eq.~(\ref{fields}) and $|t|^2=4q^2|\epsilon|^2/|\epsilon q+\kappa|^2$,
\begin{equation}
\int_0^\infty\!\epsilon''\,\frac{|\kappa|^2+k^2}{|\epsilon|^2}|t|^2e^{-2\kappa's}ds
=\frac{2q^2\epsilon''(|\kappa|^2+k^2)}{\kappa'|\epsilon q+\kappa|^2}=2q\,\mathrm{Im}\,r,
\end{equation}
in agreement with the flux found earlier. For emission I use two general results. The fluctuation--dissipation theorem says that thermal currents at different points are uncorrelated, with mean square proportional to $\epsilon''$. Reciprocity says that a current at depth $s$ radiates in proportion to the field that an incoming wave would produce there. The emitted amplitude also carries the factor $1/(2q)$ of an evanescent wave driven by a source in vacuum. The mean square of $a_0$ is thus proportional to the same integral divided by $q^2$, that is, to $\mathrm{Im}\,r/q$.

With this source in the left body, Eq.~(\ref{bounce}) becomes $a=a_0+rbe^{-qd}$, $b=rae^{-qd}$. Put $\rho=re^{-qd}$; then $a=a_0/(1-\rho^2)$. The right body absorbs in proportion to $|a|^2e^{-2qd}\,q\,\mathrm{Im}\,r$, so the factors of $q$ cancel. Normalized to a maximum of one, the exchange factor is
\begin{equation}
S=\frac{4(\mathrm{Im}\,\rho)^2}{|1-\rho^2|^2}.
\end{equation}

\textbf{Q.} Why is one the maximum? And doesn't the reflection series diverge for $|\rho|>1$?

\textbf{A.} The series does diverge, which is why I solved the two boundary equations directly. For the maximum, write $\rho=x+iy$:
\begin{align}
|1-\rho^2|^2&=1-2(x^2-y^2)+(x^2+y^2)^2\nonumber\\
&=(1-|\rho|^2)^2+4y^2,\\
\frac1S&=1+\frac{(1-|\rho|^2)^2}{4(\mathrm{Im}\,\rho)^2}.
\end{align}
So $S=1$ precisely where $|r|=e^{qd}$. The modulus condition survives at real frequency; the phase condition does not.

Near resonance, Eq.~(\ref{pole}) gives $r\approx A/(\omega_s-\omega-i\gamma/2)$, and $|r|=e^{kd}$ yields
\begin{equation}
\omega=\omega_s\pm\sqrt{A^2e^{-2kd}-\gamma^2/4}.
\label{peaks}
\end{equation}
In this one-pole approximation the peaks merge at
\begin{equation}
k_c=\frac1d\ln\frac{2A}{\gamma}.
\end{equation}
Beyond it $\rho=i\beta$ at $\omega_s$, with $\beta=2Ae^{-kd}/\gamma<1$, and the single peak has height $S=[2\beta/(1+\beta^2)]^2$. The complex modes remain split by $2Ae^{-kd}$; their separation is merely hidden by their width.

\section{A polar crystal at 20 nm}

\textbf{Q.} Put numbers in.

\textbf{A.} Take rough values resembling silicon carbide: $\epsilon_\infty=6.5$, $\hbar\omega_T=98$ meV, $\hbar\omega_L=120$ meV, $\hbar\gamma=0.6$ meV. Let $d=20$ nm and $k=0.05\ \mathrm{nm^{-1}}$, so $kd=1$. With frequencies expressed as energies,
\begin{align}
r_\infty&=5.5/7.5=0.7333,\\
E_s&=\sqrt{(6.5\cdot120^2+98^2)/7.5}=117.305\ \mathrm{meV},\\
F&=13(120^2-98^2)/7.5^2=1108.4\ \mathrm{meV^2},\\
A&=1108.4/(2\cdot117.305)=4.72\ \mathrm{meV}.
\end{align}
Equation~(\ref{closed}) without damping gives
\begin{align}
E_{\rm even}&=\sqrt{117.305^2-1108.4/(2.7183-0.7333)}=114.90\ \mathrm{meV},\\
E_{\rm odd}&=\sqrt{117.305^2+1108.4/(2.7183+0.7333)}=118.67\ \mathrm{meV}.
\end{align}
The splitting is 3.77 meV, or 0.911 THz. The leading estimate $2Ae^{-1}=3.48$ meV is 8\% below it, since $kd=1$ is not weak coupling. Retardation lowers the even mode by 0.001 meV and the odd one by less.

\textbf{Q.} All this rests on $r$. Is there a check that never uses it?

\textbf{A.} Solve the wave equation for $H$ on a grid in $z$, with $k^2$ as the eigenvalue. With 0.5 nm steps, 120 nm of each body, and the complex mode energies as input, the grid returns $k=0.050002$ and $0.050001\ \mathrm{nm^{-1}}$, with even and odd fields respectively. The numerical output lists these values with the others.

\textbf{Q.} Are both modes visible in the exchange?

\textbf{A.} At this $k$, yes: the splitting is 6.3 times the damping. The peaks, both with $S=1$, lie at 114.92 and 118.64 meV. Each is about 0.02 meV inside the real part of its complex mode, as the $\gamma^2/4$ in Eq.~(\ref{peaks}) leads one to expect. That equation gives the size of this shift but not the positions: at $kd=1$ it puts the peaks at 115.59 and 119.02 meV, the one-pole form being too crude there. The peaks merge at $k_c=\ln(2\cdot4.72/0.6)/20=0.138\ \mathrm{nm^{-1}}$. At $0.152\ \mathrm{nm^{-1}}$ one peak of height 0.93 remains, though the complex modes are still 0.45 meV apart. All this is at fixed $k$. The heat exchanged between plates sums over $k$ with weight $k\,dk$, and that spectrum shows a single resonance near $E_s$, not a doublet.

\textbf{Q.} Real plates are neither clean nor equally warm. How far does that move your numbers?

\textbf{A.} I keep $k$ fixed and use rough sizes for each effect, without damping. A 1 nm oxide on both faces, with an assumed permittivity of 2 and the clear gap kept at 20 nm, lowers the upper mode by 0.25 meV and reduces the splitting by 0.28 meV, or 7\%. This is the largest change of the splitting among the cases considered; a real oxide also absorbs, which a constant permittivity omits, and a permittivity of 3 to 5 would put both modes lower still. Widening the gap by 1 nm reduces the splitting by 0.21 meV. Uniaxial anisotropy, with the axis normal to the surfaces and the axial transverse phonon 1 meV lower, lowers the two modes by 0.10 and 0.03 meV. In hexagonal silicon carbide the axial longitudinal phonon is also lower, by roughly 0.7 meV, and this matters more because both modes lie near $\omega_L$: with both offsets the two modes fall by about 0.4 meV each, while the splitting hardly changes. Free carriers matter less: $10^{17}\ \mathrm{cm^{-3}}$ carriers of mass $0.4\,m_e$ shift them by at most 0.07 meV. This $k$ is below 1\% of the zone-edge value, so dispersion hardly shifts the bulk phonon energies. A local permittivity still omits the coupling, at the surface, to dispersive longitudinal phonons; it is linear in $k$ and adds to the damping. A uniform gap of 20 nm between extended plates is a demanding choice; at 100 nm the same $kd$ occurs at one fifth of this $k$.

Unequal temperature breaks the assumption of identical bodies. The condition becomes $r_1r_2=e^{2qd}$, and the modes lose definite parity. Near resonance, without damping, it reads $(\omega_1-\omega)(\omega_2-\omega)=A^2e^{-2kd}$, so the splitting is $\sqrt{4A^2e^{-2kd}+(\omega_1-\omega_2)^2}$. If heating lowers both phonon energies of one body by 0.2 meV, both modes fall by about 0.10 meV here and the splitting hardly changes. At $k=0.2\ \mathrm{nm^{-1}}$, however, the identical-body splitting is only 0.17 meV. The mismatch is then comparable with the coupling, and the even and odd labels no longer describe the modes well.

\section*{Calculated quantities}
\begin{verbatim}
Rough SiC-like inputs: eps_inf = 6.5
TO, LO phonon, damping: 98.0, 120.0, 0.6 meV
gap d = 20.0 nm, k = 0.05 nm^-1, T = 300.0 K
k0 at even mode = 5.823e-04 nm^-1, q = 0.049997 nm^-1
k d = 1.000, exp(k d) = 2.7183
r_inf = 0.7333, F = 1108.41 meV^2
non-retarded single-surface energy E_s = 117.305 meV
retarded single-surface energy = 117.305 meV
coupling A = F/(2 E_s) = 4.7245 meV
even H: lossless E = 114.8994 meV, eps = -2.1645
  r = 2.7181, non-retarded E = 114.9005 meV
  retardation shift = -1.06e-03 meV
  lossy E = 114.8991 -0.3000 i meV
  k from Maxwell grid = 0.050002 nm^-1
  thermal occupation = 0.01188
odd H: lossless E = 118.6661 meV, eps = -0.4621
  r = -2.7181, non-retarded E = 118.6662 meV
  retardation shift = -5.54e-05 meV
  lossy E = 118.6657 -0.3000 i meV
  k from Maxwell grid = 0.050001 nm^-1
  thermal occupation = 0.01025
splitting = 3.7667 meV = 0.9108 THz
weak-coupling estimate 2A exp(-kd) = 3.4761 meV
splitting / damping = 6.28
k (nm^-1), even E, odd E, splitting (meV), lossless:
  0.025  112.017  119.272  7.255
  0.050  114.899  118.666  3.767
  0.100  116.593  117.885  1.292
  0.150  117.061  117.532  0.471
  0.200  117.218  117.391  0.173
exchange peaks at 114.923 and 118.642 meV
  heights S = 1.00000 and 1.00000
largest |r| near resonance = 15.785
peaks merge at k = 0.1380 nm^-1; pole estimate 0.1378
at k = 0.1517 nm^-1: one peak, S = 0.9271
  pole estimate S = 0.9264
  complex modes still split by 0.4549 meV
Neglected effects, rough inputs: shift of lower, upper mode (meV)
  one body hotter, phonons lower by 0.2 meV: -0.1023, -0.0973
  uniaxial, axis TO phonon lower by 1.0 meV: -0.1046, -0.0270
  carriers 1e+17 cm^-3, mass 0.4 m_e: +0.0473, +0.0665
  oxide 1.0 nm, eps 2.0, on both faces: +0.0293, -0.2503
  gap wider by 1.0 nm: +0.1594, -0.0525
  phonon dispersion, band width 4.0 meV: -0.0002, -0.0002
k / zone-edge wavenumber (lattice 0.44 nm) = 0.0070
\end{verbatim}
